# When localized orbitals help DMRG for a hydrogen chain

Q: I am told to localize the orbitals before running DMRG on a stretched hydrogen chain, but to keep canonical orbitals when Hartree–Fock is good. The exact wavefunction does not depend on the orbitals. What, then, is being compared?

A: The cost of cutting it in two. DMRG places the spatial orbitals in a row. At each cut, a set $A$ lies to the left and a set $B$ to the right. With orthonormal many-electron states of each part,

$$|\Psi\rangle=\sum_{ab}M_{ab}|a\rangle|b\rangle=\sum_k\sqrt{w_k}\,|k_A\rangle|k_B\rangle ,\qquad \sum_k w_k=1 .$$

The second form is the singular-value decomposition of $M$, and the $w_k$, in decreasing order, are the Schmidt weights. If $P$ projects $A$ onto any $m$ states, the weight kept is

$$\langle\Psi|P|\Psi\rangle=\sum_k w_k\langle k_A|P|k_A\rangle .$$

Each factor $\langle k_A|P|k_A\rangle$ lies between 0 and 1, and together they sum to at most $m$. The best choice is therefore the $m$ leading Schmidt states, and the discarded weight is $\sum_{k>m}w_k$. A one-number summary of the spectrum is the entropy $S=-\sum_k w_k\ln w_k$, in nats.

Rotating orbitals inside $A$ or inside $B$ leaves the weights alone. Mixing orbitals of $A$ with orbitals of $B$ changes what "left" and "right" mean, and so can change the weights.

Q: Does H$_2$ already show the effect?

A: It shows half of it. Let $L,R$ be orthonormal site orbitals, $g=(L+R)/\sqrt2$ and $u=(L-R)/\sqrt2$. The mean-field state $g_\uparrow g_\downarrow$ is a product when the cut separates $g$ from $u$. In site orbitals each electron is left or right with probability $1/2$, independently of the other. There are four weights of $1/4$, and $S=\ln4$.

The stretched molecule is the covalent singlet. Inserting $L=(g+u)/\sqrt2$ and $R=(g-u)/\sqrt2$,

$$L_\uparrow R_\downarrow=\tfrac12(g_\uparrow g_\downarrow-g_\uparrow u_\downarrow+u_\uparrow g_\downarrow-u_\uparrow u_\downarrow),$$
$$R_\uparrow L_\downarrow=\tfrac12(g_\uparrow g_\downarrow+g_\uparrow u_\downarrow-u_\uparrow g_\downarrow-u_\uparrow u_\downarrow).$$

The mixed terms cancel in the sum:

$$\frac{L_\uparrow R_\downarrow+R_\uparrow L_\downarrow}{\sqrt2}=\frac{g_\uparrow g_\downarrow-u_\uparrow u_\downarrow}{\sqrt2}.$$

Both bases give two weights of $1/2$ and $S=\ln2$. The stretched dimer is a tie, so a longer chain is needed.

Q: Then take eight atoms. Which orbitals do you compare, and how do you keep the ordering from deciding the result?

A: The chain is H$_8$ with equal spacing $R$, clamped nuclei and the STO-6G basis: eight spatial orbitals, solved by full configuration interaction (FCI). There are three sets.

- Canonical: the restricted Hartree–Fock (RHF) orbitals.
- Site: all eight orbitals localized together.
- Split: the four occupied orbitals localized among themselves, and the four virtual ones among themselves.

Localization here minimizes the Foster–Boys spread $\sum_p(\langle \mathbf r^2\rangle_p-\langle\mathbf r\rangle_p^2)$. The first sum is a trace and does not change under rotation. With only $s$ functions on the $z$ axis, $\langle x\rangle_p=\langle y\rangle_p=0$. What remains is to maximize

$$\sum_p z_{pp}^2=\mathrm{Tr}\,z^2-\sum_{p\ne q}z_{pq}^2 ,$$

which is achieved by diagonalizing the matrix of $z$ in the space concerned.

For each set, all $8!$ orderings are searched for the one whose largest cut entropy is smallest. I call that entropy $S_{\max}$. When several orderings share it, the one with the smallest sum of cut entropies is used. Each number of states $m$ quoted below is the largest over the seven cuts of this ordering, which was optimized for entropy and not for $m$. The cut that needs the most states need not be the one with the largest entropy.

Q: Start where Hartree–Fock is good. Why should site orbitals be bad there?

A: Because they entangle even an uncorrelated determinant. Take one spin, with occupied orbitals $\phi_i$. Let $P_A$ project onto the orbitals in $A$, and form $O_{ij}=\langle\phi_i|P_A|\phi_j\rangle$. A rotation among occupied orbitals changes the determinant at most by a sign, so we may choose the $\phi_i$ that make $O$ diagonal, with eigenvalues $n_i$. Since $P_A+P_B=1$, the overlaps of the parts in $B$ are then $(1-n_i)\delta_{ij}$. Hence

$$\phi_i=\sqrt{n_i}\,\alpha_i+\sqrt{1-n_i}\,\beta_i ,$$

with orthonormal $\alpha_i$ in $A$ and $\beta_i$ in $B$. Multiplying out the determinant, each electron independently chooses its left or right part. Reordering fermions changes only signs, so the Schmidt weights are products of factors $n_i$ or $1-n_i$. The entropy of a product distribution is a sum, and two equal spins give a factor 2:

$$S_A=-2\sum_i\left[n_i\ln n_i+(1-n_i)\ln(1-n_i)\right].$$

If $X_{pi}$ is the coefficient of $\phi_i$ on orbital $p$ of $A$, then $O=X^{\mathsf T}X$, while the one-spin density matrix restricted to $A$ is $XX^{\mathsf T}$. Their nonzero eigenvalues coincide, so the $n_i$ can be read from the density matrix.

In canonical orbitals, every orbital is full or empty and lies wholly on one side. All $n_i$ are 0 or 1, and $S_A=0$. Split orbitals share this property, because they never mix occupied with virtual. Site orbitals do mix them, and pay for electrons moving across the cut. At $R=1.4$ bohr the RHF determinant alone has $S_{\max}=1.448$ in site orbitals. The FCI state has $1.435$, slightly less. Along the chain, correlation changes each cut entropy by less than $0.07$, so the site entropy here is essentially that of the determinant.

Q: The real state is correlated, though. How fast does the canonical advantage erode?

A: Turn correlation on gradually with $H(\lambda)=F+\lambda(H-F)$, where $F$ is the sum of one-electron Fock operators. At $\lambda=0$ the ground state is the RHF determinant $\Phi$; at $\lambda=1$ the Hamiltonian is the real one. Write $\Psi=\Phi+\lambda\Psi_1+\dots$, with all corrections orthogonal to $\Phi$.

In canonical or split orbitals, $\Phi=|a_0\rangle|b_0\rangle$ at any cut. Sort the coefficients by whether the left part, the right part or both differ from $\Phi$:

$$M=\begin{pmatrix}1&\lambda v^{\mathsf T}\\ \lambda u&\lambda W\end{pmatrix}+O(\lambda^2),$$

where the corner is exactly 1 by the choice of normalization. The squared norm is

$$N=1+\lambda^2(|u|^2+|v|^2+\|W\|^2)+O(\lambda^3),$$

with $\|W\|^2$ the sum of squared elements. The largest eigenvalue $\mu$ of $MM^{\mathsf T}$ follows from its blocks. The corner is $1+\lambda^2|v|^2+O(\lambda^3)$, the off-diagonal column is $\lambda u+O(\lambda^2)$, and the remaining block is $O(\lambda^2)$. Eliminating that block adds $\lambda^2|u|^2/\mu$ to leading order, with $\mu\approx1$, so

$$\mu=1+\lambda^2(|u|^2+|v|^2)+O(\lambda^3).$$

The leading Schmidt weight is $w_1=\mu/N$, and therefore

$$1-w_1=\lambda^2\|W\|^2+O(\lambda^3).$$

Changes confined to one side are absorbed by rotating the leading Schmidt state of that side. Only changes on both sides cost weight at this order.

Any fixed tolerance is thus eventually met by a single state in canonical or split orbitals. In site orbitals the spectrum tends to that of the entangled determinant, so one state fails for any tolerance below that determinant's own $1-w_1$. At $\lambda=0.01$ and $R=1.4$ bohr, a discarded weight of $10^{-4}$ per cut needs 1 canonical state, 1 split state and 20 site states.

Q: If canonical and split orbitals both start from zero, what does the splitting gain?

A: It can reduce $W$. RHF is stationary under single excitations, so $\Psi_1$ contains no singles; $H$ moves at most two electrons, so it contains doubles. Rotating within the occupied and within the virtual space turns doubles into doubles. A double costs nothing at leading order if all the orbitals it empties and fills lie on the same side of the cut.

Split orbitals make that arrangement possible. At $R=1.4$ bohr the occupied ones are centred at $\pm1.38$ and $\pm4.16$ bohr, the virtual ones at $\pm1.33$ and $\pm4.09$ bohr. Counting from the chain's centre, the midpoints of bonds 1–2, 3–4, 5–6 and 7–8 are at $\pm1.4$ and $\pm4.2$ bohr. Each of these bonds therefore has an occupied and a virtual partner, and the middle cut can keep all partners together. Doubles within one bond then drop out of $W$.

At the central cut of each best ordering (the one found for the full interaction), $\|W\|^2$ is $0.0103$ for canonical and $0.0075$ for split orbitals. FCI at $\lambda=0.01$ gives the same values of $(1-w_1)/\lambda^2$ to within 1%. In this weak-coupling limit the gain is about 27% of the canonical loss. It does not survive at the same cut with the full interaction: there $1-w_1$ is $0.0173$ for canonical and $0.0182$ for split orbitals, and the split advantage shows instead in $S_{\max}$, reached at other cuts, and in the numbers of states, tabulated next.

Q: So at a short spacing, with the full interaction, canonical orbitals beat site orbitals?

A: By entropy, yes. By number of states, only at loose tolerances: a discarded weight of $3\times10^{-2}$ needs 2 canonical against 7 site states, and $10^{-2}$ needs 8 against 9, but $5\times10^{-3}$ needs 12 against 10 in these entropy-optimized orderings. Orderings chosen to minimize $m$ keep canonical orbitals ahead a little longer, with 8 against 10 at $5\times10^{-3}$ and 14 against 15 at $2\times10^{-3}$, but no longer at $10^{-3}$. At $R=1.4$ bohr, where the RHF determinant has weight $0.944$ in the FCI state:

| Basis | $S_{\max}$ | $m$ at $10^{-3}$ | $m$ at $10^{-6}$ |
|---|---:|---:|---:|
| Canonical | 0.217 | 20 | 132 |
| Site | 1.435 | 16 | 55 |
| Split | 0.175 | 14 | 66 |

The canonical entropy is nearly seven times smaller than the site entropy, yet the canonical basis needs more states at both tolerances. Part of the gap comes from the ordering. Choosing it to minimize $m$ itself, separately for each tolerance, lowers the canonical counts to 17 and 87 and leaves the site and split counts unchanged, so the ranking stands, narrowly at $10^{-3}$.

Q: How can a smaller entropy require more states?

A: A tail of small total weight adds little entropy even when it holds many states, whereas a tight truncation must keep many of them. Suppose one weight is $1-\epsilon$ and the rest is spread evenly over $K$ states, each with weight $\epsilon/K$. Then

$$S=-(1-\epsilon)\ln(1-\epsilon)+\epsilon\ln\frac K\epsilon .$$

For fixed $K$ this tends to zero with $\epsilon$. But as long as the allowed discarded weight $\delta$ is below $\epsilon$, we must keep at least $K(1-\delta/\epsilon)$ of the small states, which can be nearly all of them.

The central cuts at $R=1.4$ bohr show the two shapes. The six leading canonical weights sum to

$$0.98269+3(0.00243)+0.00212+0.00110=0.9932 ,$$

leaving $0.0068$. The six leading site weights sum to

$$0.74473+4(0.05323)+0.01059=0.9682 ,$$

leaving $0.0318$. With six states, canonical orbitals are ahead. By a discarded weight of $10^{-3}$ the order has reversed: these central cuts need 20 canonical and 14 site states. Excitations beyond doubles matter little at that tolerance but strongly at a tighter one. If only the determinant and its single and double excitations are kept, and the state is renormalized, the central canonical count changes from 20 to 19 at $10^{-3}$, but from 132 to 43 at $10^{-6}$.

"Canonical orbitals win near mean field" therefore holds in the weak-coupling limit at fixed tolerance, and here, at the full interaction, only for loose tolerances. A large RHF weight alone does not guarantee it.

Q: Now stretch the chain. What replaces the determinant?

A: One electron per site, with the spins still coupled. Consider two neighbouring sites with hopping $-t\sum_\sigma(L_\sigma^\dagger R_\sigma+R_\sigma^\dagger L_\sigma)$ and an energy $U$ to form an ion pair. A triplet cannot hop, because two equal spins would share an orbital. For the singlet, each of its two terms reaches both ionic states:

$$\frac{L_\uparrow R_\downarrow+R_\uparrow L_\downarrow}{\sqrt2}\;\longrightarrow\;-2t\,\frac{L_\uparrow L_\downarrow+R_\uparrow R_\downarrow}{\sqrt2}.$$

The matrix element is $-2t$, and for $t\ll U$ second-order perturbation theory lowers the singlet by $4t^2/U$. The projector onto the singlet of two spins is $\frac14-\mathbf S_i\cdot\mathbf S_j$: it gives 1 for the singlet, where $\mathbf S_i\cdot\mathbf S_j=-\frac34$, and 0 for the triplet, where it is $\frac14$. In a chain with nearest-neighbour hopping, an ion pair can return to one electron per site in one hop only across the same bond. The bonds therefore add:

$$H_{\rm eff}=J\sum_i\left(\mathbf S_i\cdot\mathbf S_{i+1}-\tfrac14\right),\qquad J=\frac{4t^2}{U}.$$

This is the Heisenberg chain. Its ground state, and hence its entropies, do not depend on the size of $J>0$.

Site orbitals now carry no charge fluctuations at leading order. What remains is spin entanglement. An end site of a singlet state is up or down with equal probability, so its entropy is $\ln2=0.693$. At $R=6$ bohr, FCI gives $0.699$ for that cut and $0.461$ for the middle one; the spin chain, diagonalized separately, gives $0.693$ and $0.457$.

Q: Why is the middle cut cheaper than the end cut?

A: It leaves an even number of spins on each side. The whole state is a singlet, so the reduced density matrix of either part is unchanged by spin rotations, and its eigenvalues come in multiplets of $2s+1$ equal weights. An odd number of spins has half-integer $s$, so every weight occurs at least twice and none exceeds $1/2$. Since $S\ge-\ln w_1$, an odd cut has $S\ge\ln2$ in this spin model. An even part can have $s=0$, and the bound does not apply.

Q: And what do canonical orbitals do to the same spin state?

A: They turn a fixed charge on each site into a fluctuating charge in each orbital. Take a real delocalized orbital $k$ with site coefficients $c_i$, $\sum_ic_i^2=1$. Its probability of double occupation is

$$d=\langle n_{k\uparrow}n_{k\downarrow}\rangle=\sum_{ijlm}c_ic_jc_lc_m\langle a^\dagger_{i\uparrow}a_{j\uparrow}a^\dagger_{l\downarrow}a_{m\downarrow}\rangle .$$

With one electron on every site before and after, two kinds of term survive, both between different sites. The first has $i=j$, $l=m$ and gives $\langle n_{i\uparrow}n_{l\downarrow}\rangle$. The second has $m=i$, $l=j$ and exchanges two spins. Moving $a_{i\downarrow}$ left past two operators gives a plus sign, and exchanging the last two gives a minus sign:

$$a^\dagger_{i\uparrow}a_{j\uparrow}a^\dagger_{j\downarrow}a_{i\downarrow}=-a^\dagger_{i\uparrow}a_{i\downarrow}\,a^\dagger_{j\downarrow}a_{j\uparrow}=-S_i^+S_j^- .$$

Use $n_\uparrow=\frac12+S^z$ and $n_\downarrow=\frac12-S^z$. In a singlet, $\langle S^z\rangle=0$ and the three spin directions contribute equally, so $\langle S_i^zS_j^z\rangle=\frac13\langle\mathbf S_i\cdot\mathbf S_j\rangle$ and $\langle S_i^+S_j^-\rangle=\frac23\langle\mathbf S_i\cdot\mathbf S_j\rangle$. Adding the two kinds of term,

$$d=\sum_{i\ne j}c_i^2c_j^2\left(\tfrac14-\langle\mathbf S_i\cdot\mathbf S_j\rangle\right).$$

The bracket is the probability that sites $i$ and $j$ form a singlet, as two electrons sharing an orbital must.

The mean occupation per spin is $\sum_ic_i^2/2=\frac12$. The orbital is thus doubly occupied with probability $d$, singly occupied with probability $\frac12-d$ for each spin, and empty with probability $1-\frac12-\frac12+d=d$. Conservation of particle number and spin projection makes its density matrix diagonal in these four states, so

$$S_1=-2d\ln d-2\left(\tfrac12-d\right)\ln\left(\tfrac12-d\right).$$

A site orbital has $d=0$ and $S_1=\ln2$. For an orbital spread evenly over $N$ sites, zero total spin requires $\sum_{i\ne j}\langle\mathbf S_i\cdot\mathbf S_j\rangle=-3N/4$, hence

$$d=\frac1{N^2}\left[\frac{N(N-1)}4+\frac{3N}4\right]=\frac{N+2}{4N}.$$

For $N=2$ this is $\frac12$, and $S_1=\ln2$: the tie found for H$_2$. For long chains $d\to\frac14$ and $S_1\to\ln4$, the largest value four states allow.

As a check at $R=6$ bohr, take the fourth standing wave, $c_i\propto\sin(4\pi i/9)$, as a simple delocalized orbital in place of an RHF one. The spin formula gives $d=0.2755$ and

$$S_1=0.551(1.289)+0.449(1.494)=1.381 ,$$

while FCI, with symmetrically orthogonalized site orbitals all of the same sign, gives $1.380$. The maximum is $\ln4=1.386$. So close to the maximum the entropy is insensitive to $d$. The residual hopping shifts the FCI double occupation to $0.289$ for this wave and $0.263$ for the fifth, and it is their average, $0.276$, that matches the spin formula. It also moves the mean occupation per spin from $\frac12$ to $0.513$ and $0.487$, so the formula for $S_1$, which assumes $\frac12$, does not apply to these shifted values of $d$ separately.

Q: That concerns one orbital. Does it settle the cuts that DMRG makes?

A: No. It identifies one source of the extra entanglement, charge fluctuation, but the entropy of a block is not the sum of its orbital entropies. The cuts have to be computed. At $R=3.6$ bohr:

| Basis | $S_{\max}$ | $m$ at $10^{-3}$ | $m$ at $10^{-6}$ |
|---|---:|---:|---:|
| Canonical | 2.475 | 177 | 254 |
| Site | 0.933 | 8 | 24 |
| Split | 1.213 | 22 | 99 |

Here entropy and state counts agree: site orbitals are best and canonical orbitals worst. Orderings chosen to minimize $m$ lower the canonical counts to 113 and 128 without changing this ranking. The RHF determinant has only a quarter of the weight.

Q: Why does split localization fall behind here, if it also gives local orbitals?

A: The cut profile shows where, though not fully why. At the three even cuts the split entropies are $0.493$, $0.577$ and $0.493$, slightly below the site values $0.540$, $0.604$ and $0.540$. The odd cuts separate the occupied and virtual partners of one bond. At the two end cuts split orbitals are still slightly ahead, $0.858$ against $0.915$; the deficit is at the two inner odd cuts, with $1.213$ against $0.933$ for sites. An isolated H$_2$ at $3.6$ bohr gives $0.57$ between its occupied and virtual orbitals and $0.93$ between its sites. A picture of independent bonds would therefore favour split orbitals, and it does not explain the deficit. I would look to the coupling between bonds, but the calculation does not isolate it.

Q: Where is the changeover?

A: By entropy, canonical and site orbitals are almost level at $R=2.6$ bohr, with $S_{\max}=1.206$ and $1.223$. Among the spacings computed, site orbitals are ahead only at $3.6$ bohr, so the crossing lies between these two points if there is a single one. Split orbitals have the lowest $S_{\max}$ at $1.4$, $1.8$ and $2.6$ bohr. By state count at $10^{-6}$, site orbitals lead at all four spacings. The changeover depends on what is counted.

Q: May I carry these conclusions over to a longer chain?

A: Not the numbers. From H$_4$ to H$_8$ at $1.4$ bohr, $S_{\max}$ rises from $0.127$ to $0.217$ in canonical orbitals, from $0.092$ to $0.175$ in split orbitals, and from $1.362$ to $1.435$ in site orbitals. Two lengths do not establish a growth law, and a larger basis would add virtual orbitals that are absent here. For a new system, compare the discarded weight at the number of states you can afford, in site and in split orbitals; the RHF weight alone does not make the choice. The numerical check accompanying this exchange makes the inverse comparison for H$_8$, counting the states needed at fixed discarded weight.

## Computed values

```
H8, STO-6G; entropies S in nats; m is a number of states
R=1.4 bohr: E_RHF=-4.103426, E_FCI=-4.187777 hartree, RHF weight=0.9439
  canonical: Smax=0.2169, m(1e-3)=20, m(1e-6)=132
  site: Smax=1.4348, m(1e-3)=16, m(1e-6)=55
  split: Smax=0.1755, m(1e-3)=14, m(1e-6)=66
R=1.8 bohr: E_RHF=-4.221479, E_FCI=-4.345079 hartree, RHF weight=0.8848
  canonical: Smax=0.4118, m(1e-3)=28, m(1e-6)=204
  site: Smax=1.3898, m(1e-3)=15, m(1e-6)=52
  split: Smax=0.2982, m(1e-3)=14, m(1e-6)=77
R=2.6 bohr: E_RHF=-3.844184, E_FCI=-4.108229 hartree, RHF weight=0.6350
  canonical: Smax=1.2062, m(1e-3)=101, m(1e-6)=239
  site: Smax=1.2228, m(1e-3)=12, m(1e-6)=39
  split: Smax=0.7097, m(1e-3)=18, m(1e-6)=99
R=3.6 bohr: E_RHF=-3.281505, E_FCI=-3.854583 hartree, RHF weight=0.2530
  canonical: Smax=2.4745, m(1e-3)=177, m(1e-6)=254
  site: Smax=0.9330, m(1e-3)=8, m(1e-6)=24
  split: Smax=1.2130, m(1e-3)=22, m(1e-6)=99
R=1.4 bohr: best order, cut entropies, central weights
  canonical order: 4 5 3 6 2 7 1 8 ; S: 0.217 0.194 0.215 0.135 0.113 0.061 0.034
    w: 0.98269 0.00243 0.00243 0.00243 0.00212 0.00110
  site order: 1 2 3 4 5 6 7 8 ; S: 1.361 0.955 1.435 1.052 1.435 0.955 1.361
    w: 0.74473 0.05323 0.05323 0.05323 0.05323 0.01059
  split order: 1 5 6 2 3 7 8 4 ; S: 0.104 0.109 0.175 0.137 0.175 0.109 0.104
    w: 0.98181 0.00193 0.00193 0.00193 0.00179 0.00179
R=3.6 bohr: best order, cut entropies, central weights
  canonical order: 3 6 7 2 5 4 1 8 ; S: 1.151 1.650 2.475 2.117 2.461 1.355 0.964
    w: 0.56081 0.07279 0.07279 0.07279 0.01272 0.01181
  site order: 1 2 3 4 5 6 7 8 ; S: 0.915 0.540 0.933 0.604 0.933 0.540 0.915
    w: 0.87353 0.03040 0.03040 0.03040 0.00879 0.00879
  split order: 1 5 6 2 3 7 8 4 ; S: 0.858 0.493 1.213 0.577 1.213 0.493 0.858
    w: 0.88324 0.03019 0.03019 0.03019 0.00452 0.00452
Split centres at 1.4 bohr (4 occupied, 4 virtual), bohr: -4.16 -1.38 1.38 4.16 -4.09 -1.33 1.33 4.09
RHF determinant, R=1.4: site Smax=1.4484 nats, largest split S=7.1e-15 nats
Near mean field: lambda=0.01, R=1.4 bohr
  m(1e-4): canonical=1 site=20 split=1
  canonical central loss/lambda^2: theory=0.01028, FCI=0.01033
  split central loss/lambda^2: theory=0.00749, FCI=0.00752
Site cuts at 6.0 bohr, FCI S: 0.6991 0.4009 0.7265 0.4608 0.7265 0.4009 0.6991
Heisenberg S: 0.6931 0.3972 0.7209 0.4570 0.7209 0.3972 0.6931
Delocalized orbital 4: d FCI=0.2756, d spin=0.2755
  one-orbital S: FCI=1.3810, spin formula=1.3811 nats
ln 2=0.6931, ln 4=1.3863 nats
H4 at 1.4 bohr, Smax in nats: canonical=0.1267 site=1.3617 split=0.0918
```
